\section*{Why the Electron-Electron Cusp Forces Infinitely Many Occupied Natural Orbitals, part 2}

A two-electron singlet $\Psi(\mathbf r_1,\mathbf r_2)$ (real, symmetric, normalized) is expanded in natural orbitals, $\Psi=\sum_kc_k\varphi_k(\mathbf r_1)\varphi_k(\mathbf r_2)$, ordered by decreasing $|c_k|$, with occupations $n_k=2c_k^2$. $\Psi_K$ keeps $K$ orbitals; its missing norm is $\sum_{k>K}c_k^2$. How fast do the $n_k$ decay? Algebra is in atomic units, numbers in eV and \AA. The Hamiltonian is
\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+v(\mathbf r_1)+v(\mathbf r_2)+\lambda/u ,
\]
with $\mathbf u=\mathbf r_1-\mathbf r_2$, $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, $\lambda=1$ for electrons, and kinetic energy $-\tfrac14\nabla_R^2-\nabla_u^2$. Near $u=0$, away from nuclei, $\Psi=\xi+u\,\eta$ with smooth $\xi,\eta$, and
\begin{equation}
\nabla_u^2(u\eta)=2\eta/u+2\hat{\mathbf u}\cdot\nabla_u\eta+u\nabla_u^2\eta .
\label{prod}
\end{equation}
Where $\Psi(\mathbf R,\mathbf R)\neq0$, the direction-averaged $\Psi$ has relative slope $\lambda/2$ at $u=0$ (the cusp). Every finite $\Psi_K$ has slope zero, so infinitely many $n_k$ are nonzero.

Semiclassically, for $\lambda=1$, the cusp acts on functions of large local momentum $p$ as multiplication by
\begin{equation}
\sigma(\mathbf R,\mathbf p)=-4\pi\Psi(\mathbf R,\mathbf R)/p^4 .
\label{symbol}
\end{equation}
The number of amplitudes with $|c|>s$ is
\begin{equation}
\mathcal N(s)\simeq A\,s^{-3/4},\qquad A=\frac{(4\pi)^{3/4}}{6\pi^2}\int|\Psi(\mathbf R,\mathbf R)|^{3/4}d^3R ,
\label{count}
\end{equation}
which gives
\begin{align}
n_k&\simeq2(A/k)^{8/3},\label{nk}\\
\textstyle\sum_{k>K}c_k^2&\simeq\tfrac35A^{8/3}K^{-5/3},\label{miss}\\
\textstyle\sum_{k\le K}c_k-\int\Psi(\mathbf R,\mathbf R)\,d^3R&\simeq3A^{4/3}K^{-1/3}=3As^{1/4}.\label{over}
\end{align}
The left side of (\ref{over}) is the overshoot.

The test case is Hooke's atom: $v=\tfrac12\omega^2r^2$, $\omega=\tfrac12$ hartree $=13.6057$ eV, $\Psi=C\,(1+u/2)\,g(r_1)g(r_2)$, $g=e^{-r^2/4}$, $C=0.19646$ \AA$^{-3}$. One amplitude is positive, all others negative. Amplitudes come from radial kernels for each partial wave $l\le45$, each $(2l+1)$-fold degenerate, diagonalized on a grid of step $0.01058$ \AA. At threshold $s$ the momentum cutoff at the centre is $p_0=(8\pi\gamma_cC/s)^{1/4}$, with cusp slope $\gamma_c=0.9449$ \AA$^{-1}$. For $K=413$, $\Psi_K(0,0)/C-1=0.0627$.

\emph{Asymptotic laws.} Quadrature of (\ref{count}) with $\Psi(\mathbf R,\mathbf R)=Ce^{-R^2/2}$ gives $A=0.19262$, so $n_k\simeq0.02475\,k^{-8/3}$. For $s=2.286\times10^{-6}$, $s^{-3/4}=1.701\times10^4$ predicts $0.19262\times1.701\times10^4=3276$ amplitudes, and 3272 are found. At the two lower thresholds the counts are 6430 against 6398 and 11100 against 11056, within about $0.5\%$ of the law at these thresholds; between them the count deviates from the law by $-0.9\%$ to $+1.6\%$, because degenerate sets enter whole. The exponent of $n_k$ fitted over $k=2000$--$9000$ is $-2.674$ against $-2.667$. Equation (\ref{miss}) at $K=2000$ gives $0.6\times0.012375/(3.175\times10^5)=2.339\times10^{-8}$, and the computed value for $l\le45$ is $2.361\times10^{-8}$; the omitted $l>45$ add about $1.2\times10^{-10}$, which brings it to $2.373\times10^{-8}$, $1.5\%$ above the law, and can raise the count of 850 in the table below by one. Equation (\ref{over}) at the first threshold gives $3\times0.19262\times0.03888=0.02247$ against $0.02254$. With 11100 orbitals the overshoot is still $0.01498$, which is $3.3\%$ of $\int\Psi(\mathbf R,\mathbf R)d^3R=0.4585$. The law is asymptotic and describes the trend, not single values: at $k=100$ the occupation $1.359\times10^{-7}$ exceeds the prediction $1.149\times10^{-7}$ by $18\%$ of the latter, but this figure also depends on the place of $k$ in a degenerate set, across which $n_k$ is constant while the law falls.

\emph{Removing the cusp.} In the $s$ channel the local momentum of an orbital with amplitude $c$ is $p_0e^{-r^2/8}$, $p_0=(4\pi C/|c|)^{1/4}$. One more radial node adds $\pi$ to the phase $\int_0^\infty p\,dr=\sqrt{2\pi}\,p_0$, so $p_0$ grows by $\pi/\sqrt{2\pi}$ bohr$^{-1}$ $=2.3684$ \AA$^{-1}$ per orbital; between $n=20$ and 40, with $n=0$ for the leading orbital, the computed step is $2.37$ \AA$^{-1}$ (the further digits, $2.3696$ on this grid, carry the grid error). Hence $|c_n|\propto(n+\delta)^{-4}$ with an offset $\delta$ that this order does not fix. The local exponents $\log_2|c_{2n}/c_n|$ are $-3.66$, $-3.80$, $-3.91$ for $n=4$, 8, 20. Now replace $u$ in the kernel by $\sqrt{u^2+\epsilon^2}$ with $\epsilon=0.5292$ \AA, keeping everything else; the result is a test kernel, neither normalized nor an eigenfunction. It is smooth at $u=0$, so (\ref{symbol}) has no counterpart for $p\gg1/\epsilon$. The exponents become $-6.58$ and $-9.32$ for $n=4$ and 8, steepening instead of settling, and $|c_{16}|$ falls from $1.939\times10^{-6}$ to $9.947\times10^{-10}$, a factor of about 1950.

\section{Smooth model: the Moshinsky atom}

Replace $1/u$ by $\tfrac12\kappa u^2$. In each Cartesian direction set $X,x=(x_1\pm x_2)/\sqrt2$, an orthogonal change of variables. The trap gives $\tfrac12\omega^2(X^2+x^2)$ and the interaction $\kappa x^2$, so $X$ has frequency $\omega$ and $x$ has $\omega_r=\sqrt{\omega^2+2\kappa}$, real for $\kappa>-\omega^2/2$. The ground state has $E=\tfrac32(\omega+\omega_r)$, and expanding $\omega X^2/2+\omega_rx^2/2$ gives the factor per direction
\begin{equation}
\psi=\mathcal C\,e^{-\alpha(x_1^2+x_2^2)+\beta x_1x_2},\quad\alpha=\frac{\omega+\omega_r}4,\quad\beta=\frac{\omega_r-\omega}2,
\end{equation}
with $\mathcal C=(\omega\omega_r/\pi^2)^{1/4}$. It is smooth at $u=0$, with zero slope.

Apply $\psi$ to the Hermite generating function $G_t(y)=e^{-\Omega y^2/2+2t\sqrt\Omega y-t^2}=\sum_n\frac{t^n}{n!}H_n(\sqrt\Omega y)e^{-\Omega y^2/2}$. With $D=\alpha+\Omega/2$ and $\int e^{-Dy^2+By}dy=\sqrt{\pi/D}\,e^{B^2/4D}$, $B=\beta x_1+2t\sqrt\Omega$,
\begin{equation}
\int\psi\,G_t\,dx_2=\mathcal C\sqrt{\frac\pi D}\exp\!\left[-\Big(\alpha-\frac{\beta^2}{4D}\Big)x_1^2+\frac\beta D\,t\sqrt\Omega\,x_1-\Big(1-\frac\Omega D\Big)t^2\right].
\end{equation}
Put $a=\sqrt\omega$, $b=\sqrt{\omega_r}$ and choose $\Omega=ab$. Then $D=(a+b)^2/4$ and $\beta=(b-a)(b+a)/2$, and with $z=(b-a)/(b+a)$,
\begin{align}
\beta/D&=2z,\qquad 1-\Omega/D=1-4ab/(a+b)^2=z^2,\nonumber\\
\alpha-\beta^2/4D&=(a^2+b^2)/4-(b-a)^2/4=\Omega/2,\nonumber\\
\mathcal C\sqrt{\pi/D}&=2\sqrt{ab}/(a+b)=\sqrt{1-z^2}.
\end{align}
The integral equals $\sqrt{1-z^2}\,G_{zt}(x_1)$. Matching powers of $t$ shows that the oscillator functions of frequency $\Omega=\sqrt{\omega\omega_r}$, a complete set, are the eigenfunctions, with eigenvalues $\sqrt{1-z^2}z^n$ (Mehler's formula). The product over three directions depends on the shell index $N=n_x+n_y+n_z$ alone:
\begin{equation}
c_N=(1-z^2)^{3/2}z^N,\qquad n_{N+1}/n_N=z^2,
\end{equation}
with degeneracy $(N+1)(N+2)/2$. For $\kappa\ne0$, $z\neq0$ and every orbital is occupied. For $\kappa=0$ one orbital remains. For $\kappa\to\infty$ or $\kappa\to-\omega^2/2$, $z\to\pm1$ and the decay becomes arbitrarily slow while staying geometric, so the form of the law does not measure the strength of correlation. The decay is geometric in $N$. Shells $0$ to $N$ hold $(N+1)(N+2)(N+3)/6$ orbitals, so $N\simeq(6k)^{1/3}$ and $\ln n_k\simeq(6k)^{1/3}\ln z^2$ at large $k$: a stretched exponential in the ordinal index, faster than any power.

Take the same trap and the repulsive $\kappa=-\omega^2/4=-6.0734$ eV/\AA$^2$, so $\omega_r=\omega/\sqrt2=9.6207$ eV, $E=1.5\times23.2264=34.8396$ eV and $\Omega=11.4410$ eV. The unit cancels in $z=(3.1017-3.6886)/(3.1017+3.6886)=-0.0864$, $z^2=7.470\times10^{-3}$ and $n_0=2(1-z^2)^3=1.9555$. Diagonalization of the radial kernels, with the angular projection done by quadrature, reproduces amplitudes, degeneracies and the alternating signs $(-1)^N$ through $N=8$; see the numerical output.

The two models start alike: $n_{1s}=1.9486$ (Hooke) against $1.9555$, and $1.575\times10^{-2}$ against $1.461\times10^{-2}$ for the first $p$ orbitals. They part at the next shell, where the Moshinsky $2s$ and $d$ orbitals share $1.091\times10^{-4}$ and positive amplitudes, while Hooke's have $2.504\times10^{-3}$ and $2.269\times10^{-4}$ and negative ones. Orbital 100 lies in shell $N=7$, which holds $k=85$--$120$, with $n=2.537\times10^{-15}$, a factor $5\times10^7$ below Hooke's.

\begin{center}
\begin{tabular}{lccc}
missing norm below & $10^{-4}$ & $10^{-6}$ & $10^{-7}$\\
orbitals, Hooke & 17 & 218 & 850\\
orbitals, Moshinsky & 9 & 18 & 20
\end{tabular}
\end{center}
The counts take orbitals singly and may cut a degenerate set. By (\ref{miss}) a decade in missing norm costs a factor $10^{3/5}=3.98$ in $K$; the last Hooke decade costs $850/218=3.90$. In the Moshinsky atom the same decade is bought by completing shell $N=3$, after which $15\times(5.517\times10^{-5})^2=4.6\times10^{-8}$ from shell 4 dominates the remainder.

\section{Practical consequences}

\emph{A better orbital set does not beat the law.} For any projector $P$ of rank $K$, the part of $\Psi$ in the product space obeys $\|(P\otimes P)\Psi\|^2\le\|(P\otimes1)\Psi\|^2=\sum_kc_k^2\langle\varphi_k|P|\varphi_k\rangle$. The weights lie in $[0,1]$ and sum to at most $K$, so the right side is at most $\sum_{k\le K}c_k^2$. The natural-orbital missing norm, asymptotically (\ref{miss}), is a lower bound for every set of $K$ orbitals.

\emph{Finite-basis spectra end.} Full configuration interaction in $M$ spatial orbitals has at most $M$ nonzero occupations and, in a basis differentiable at $\mathbf R$, zero slope there. The end of such a spectrum is set by the basis, and a fit to $k^{-8/3}$ has to stay below it, start above the preasymptotic range and span many degenerate sets.

\emph{Thresholds depend on the property.} The norm converges as $K^{-5/3}$ and the on-top value as $K^{-1/3}$. In Hooke's atom 413 orbitals leave a missing norm below $10^{-6}$ and an error of $6\%$ relative to $\Psi(0,0)$. On-top values from sums truncated by amplitude should be extrapolated in $s^{1/4}$ by a fit over many thresholds, since they change in steps as orbitals enter, most strongly at a centre of symmetry, and the cusp slope cannot be read at $u=0$ for any finite $K$.

\emph{Explicit correlation changes what is expanded.} A nonsmooth term homogeneous of degree $d$ in $\mathbf u$ has a transform scaling as $p^{-(d+3)}$. The counting then gives $\mathcal N\propto s^{-3/(d+3)}$ and $|c_k|\propto k^{-(d+3)/3}$. If an explicit term $u\,\tilde\eta$, with $\tilde\eta$ smooth and even in $\mathbf u$, has $\tilde\eta=\eta$ at $u=0$ for all $\mathbf R$, the singlet remainder starts at $d=3$, because exchange symmetry makes $\eta$ even in $\mathbf u$. Its orbital amplitudes then fall as $k^{-2}$ or faster in place of $k^{-4/3}$. For a triplet, $\xi\simeq\mathbf w\cdot\mathbf u$ and $\eta\simeq\mathbf b\cdot\mathbf u$; Eq.~(\ref{prod}) gives $4\eta/u$ at leading order, so $\mathbf b=\mathbf w/4$, $d=2$ and $n_k\propto k^{-10/3}$. These two exponents rest on the semiclassical scaling and were not computed. The natural orbitals of the total explicitly correlated singlet function remain infinitely many, since it has the cusp.

\emph{Model choice.} An interaction that stays bounded at $u=0$ has no $\lambda/u$ term, so the cusp slope is zero and $A$ vanishes with it. A Moshinsky atom that matches the leading occupations of a Coulomb system, as above, reproduces neither the power-law decay nor, in the example above, the negative sign of its weakly occupied amplitudes, and approximations in natural-orbital functional theory that concern this tail need a cusped reference.

\section*{Computed results}
\begin{verbatim}
trap w = 13.6057 eV; kappa = -6.0734 eV/A^2; wr = 9.6207 eV
E Hooke = 54.4228 eV (2.000000 hartree); E Moshinsky = 34.8396 eV
FD cusp: w = 13.606 eV, lam = 1: slope = 0.9449 1/A (0.5000 1/bohr)
FD cusp: w = 27.211 eV, lam = 1: slope = 0.9449 1/A (0.5000 1/bohr)
FD cusp: w = 27.211 eV, lam = 2: slope = 1.8897 1/A (1.0000 1/bohr)
Hooke C = 0.19646 1/A^3; grid step 0.01058 A, lmax 45; sum c^2 = 1.00000000
number of positive c = 1
Hooke n: 1s 1.948577, first p 1.5751e-02, 2s 2.5043e-03, first d 2.2689e-04
exact slope = 0.9449 1/A (0.5000 1/bohr)
K = 10 (s = 9.365e-03): slope = -0.0000 1/A, Psi_K(0,0)/C-1 = 0.2542
K = 51 (s = 5.853e-04): slope = -0.0001 1/A, Psi_K(0,0)/C-1 = 0.1251
K = 413 (s = 3.658e-05): slope = -0.0018 1/A, Psi_K(0,0)/C-1 = 0.0627
A = 0.19262; 2 A^(8/3) = 0.02475; int Psi(R,R) d3R = 0.458505
p0 = 37.79 1/A, s = 2.286e-06: count 3272 vs 3276; overshoot 0.02254 vs 0.02247
p0 = 47.24 1/A, s = 9.365e-07: count 6430 vs 6398; overshoot 0.01798 vs 0.01798
p0 = 56.69 1/A, s = 4.516e-07: count 11100 vs 11056; overshoot 0.01498 vs 0.01498
fitted exponent of n_k, k=2000..9000: -2.674 vs -2.667
missing norm at K=2000: 2.361e-08 vs 2.339e-08
s channel step of p0: 2.3696 vs 2.3684 1/A
local exponent of |c|, cusp: n 4-8 -3.66, 8-16 -3.80, 20-40 -3.91
rounded, eps = 0.5292 A: n 4-8 -6.58, 8-16 -9.32
|c| of s orbital n=16: cusp 1.939e-06, rounded 9.947e-10
Moshinsky: Omega = 11.4410 eV, z = -0.086427, z^2 = 7.469667e-03
shell N=0: degeneracy 1, c = +9.88816e-01, n = 1.95552e+00, ratio to next 7.469667e-03
shell N=1: degeneracy 3, c = -8.54607e-02, n = 1.46071e-02, ratio to next 7.469667e-03
shell N=2: degeneracy 6, c = +7.38613e-03, n = 1.09110e-04, ratio to next 7.469667e-03
shell N=3: degeneracy 10, c = -6.38363e-04, n = 8.15014e-07, ratio to next 7.469667e-03
shell N=4: degeneracy 15, c = +5.51719e-05, n = 6.08788e-09, ratio to next 7.469667e-03
shell N=7: degeneracy 36, c = -3.56180e-08, n = 2.53729e-15, ratio to next 7.469667e-03
n_100: Hooke 1.359e-07 (law 1.149e-07), Moshinsky 2.537e-15
orbitals for missing norm < 1e-04: Hooke 17, Moshinsky 9
orbitals for missing norm < 1e-06: Hooke 218, Moshinsky 18
orbitals for missing norm < 1e-07: Hooke 850, Moshinsky 20
\end{verbatim}
